# Quartet terms of d⁵ and Racah parameters for Mn²⁺

## The problem

A free Mn²⁺ ion has the configuration $3d^5$ outside closed shells. Its lowest term is $^6S$, and above it lie the quartets $^4G$, $^4P$, $^4D$ and $^4F$.

(a) Find the electrostatic energies of these five terms in the Racah parameters $A$, $B$, $C$.

(b) Fit $B$ and $C$ to the following excitation energies above $^6S$:

| term | energy (eV) |
|---|---|
| $^4G$ | 4.014 |
| $^4P$ | 4.629 |
| $^4D$ | 4.991 |
| $^4F$ | 6.714 |

These energies are computed, not measured. They come from nonrelativistic Hartree–Fock calculations in the s, p and d functions of the def2-TZVP basis, with the core and 3d orbitals optimized separately for each term. The last digit depends on the basis: a near-complete basis lowers the four values by 0.001 to 0.002 eV, which leaves the $B$ and $C$ fitted below unchanged to the digits given in eV.

For part (a), all five d electrons share one radial function $R(r)$, the configuration is pure $d^5$, and spin–orbit coupling is absent. The algebra is in atomic units. The repulsion enters through the Slater integrals

$$F^k=\int_0^\infty\!\!\int_0^\infty R(r_1)^2R(r_2)^2\,\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2,\qquad k=0,2,4,$$

where $r_<$ and $r_>$ are the smaller and larger of $r_1,r_2$. With $F_2=F^2/49$ and $F_4=F^4/441$, the Racah parameters are

$$A=F^0-49F_4,\qquad B=F_2-5F_4,\qquad C=35F_4 .$$

The inverse relations are $F_4=C/35$, $F_2=B+C/7$ and $F^0=A+\tfrac75C$.

## A tempting solution

In the $^6S$ state with $M_S=5/2$, each of the five orbitals $m=-2,\dots,2$ holds one spin-up electron. To reach a quartet, take the electron out of orbital $m'$ and put it back with spin down in orbital $m$. Call the resulting determinant $[m;m']$. It has $M_S=3/2$ and, since the sextet has $M_L=0$, it has $M_L=m-m'$.

**Energy of the determinant.** Let $J(m,q)$ and $K(m,q)$ be the direct and exchange integrals between orbitals $m$ and $q$. A pair with parallel spins contributes $J-K$, and a pair with opposite spins contributes $J$. The one-electron energy and the interaction with the closed core are the same for every determinant of the shell, so they drop out of differences.

Removing the up electron from $m'$ takes away $\sum_q[J(m',q)-K(m',q)]$. The term $q=m'$ may be included because $J(m',m')=K(m',m')$. Adding the down electron in $m$ brings in $J(m,q)$ for every $q$ except the empty $m'$. The excitation energy is therefore

$$\sum_qJ(m,q)-J(m,m')-\sum_qJ(m',q)+\sum_qK(m',q).$$

**Direct integrals.** Expand $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\cos\gamma)$, with $\gamma$ the angle between the two position vectors. The densities $|Y_{2m}|^2$ do not depend on azimuth, so $P_k(\cos\gamma)$ may be replaced by its azimuthal average $P_k(x_1)P_k(x_2)$, with $x=\cos\theta$. Hence

$$J(m,q)=\sum_k a^k(m)\,a^k(q)\,F^k,\qquad a^k(m)=\int|Y_{2m}|^2P_k(x)\,d\Omega .$$

To find the $a^k$, use

$$P_2^2=\tfrac15+\tfrac27P_2+\tfrac{18}{35}P_4 .$$

For $m=0$,

$$4\pi|Y_{20}|^2=5P_2^2=1+\tfrac{10}7P_2+\tfrac{18}7P_4 .$$

For $m=\pm2$, with $1-x^2=\tfrac23(1-P_2)$,

$$4\pi|Y_{2,\pm2}|^2=\tfrac{15}8(1-x^2)^2=\tfrac56(1-2P_2+P_2^2)=1-\tfrac{10}7P_2+\tfrac37P_4 .$$

The factor $a^k$ is the coefficient of $P_k$ divided by $2k+1$. The case $m=\pm1$ follows because the five densities add up to a sphere, so that $\sum_ma^k(m)=0$ for $k=2,4$. For $|m|=2,1,0$ in turn,

$$7a^2=(-2,\,1,\,2),\qquad 21a^4=(1,\,-4,\,6),$$

and $a^0=1$. Write $\alpha=7a^2$ and $\beta=21a^4$. Then

$$J(m,q)=F^0+\alpha\alpha'F_2+\beta\beta'F_4=A+\alpha\alpha'B+\frac{49+5\alpha\alpha'+\beta\beta'}{35}\,C .$$

The integrals depend only on $|m|$ and $|q|$:

$$\begin{aligned}
J(2,2)&=A+4B+2C, & J(2,1)&=A-2B+C,\\
J(2,0)&=A-4B+C, & J(1,1)&=A+B+2C,\\
J(1,0)&=A+2B+C, & J(0,0)&=A+4B+3C.
\end{aligned}$$

The same sum rule gives $\sum_qJ(m,q)=5F^0$ for every $m$. The two direct sums in the excitation energy cancel.

**Exchange sum.** The addition theorem gives $\sum_qY_{2q}(1)Y_{2q}^*(2)=\frac5{4\pi}P_2(\cos\gamma)$. The angular factor multiplying $F^k$ in $\sum_qK(m,q)$ is therefore

$$\frac5{4\pi}\iint Y_{2m}^*(1)\,P_2(\cos\gamma)P_k(\cos\gamma)\,Y_{2m}(2)\,d\Omega_1d\Omega_2 .$$

Expand $P_2P_k$ in Legendre polynomials. Only its $P_2$ part survives integration against $Y_{2m}(2)$, and $\frac5{4\pi}\int P_2(\cos\gamma)Y_{2m}(2)d\Omega_2=Y_{2m}(1)$. The factor is thus the coefficient of $P_2$ in $P_2P_k$. It is $1$ for $k=0$ and $\frac27$ for $k=2$. For $k=4$ it is

$$\tfrac52\int_{-1}^1P_2^2P_4\,dx=\tfrac52\cdot\tfrac{18}{35}\cdot\tfrac29=\tfrac27 .$$

The sum is the same for every $m$:

$$\kappa=\sum_qK(m,q)=F^0+\tfrac27F^2+\tfrac27F^4=F^0+14F_2+126F_4=A+14B+7C .$$

The excitation energy of a determinant is now

$$\Delta[m;m']=\kappa-J(m,m').$$

The sum $\kappa$ contains the self term $K(m',m')=J(m',m')$, which is not an interaction with another electron. The exchange actually lost, with the other four electrons, is $\kappa-J(m',m')$. Moving the electron from $m'$ to $m$ changes its direct repulsion from $5F^0-J(m',m')$ to $5F^0-J(m,m')$, that is by $J(m',m')-J(m,m')$. The two changes add up to $\kappa-J(m,m')$.

**Reading off the terms.** The $^4G$ term has $L=4$, so take the determinant with $M_L=4$, which is $[2;-2]$:

$$\Delta(^4G)=\kappa-J(2,2)=10B+5C .$$

The $^4F$ term has $L=3$, so take a determinant with $M_L=3$, for instance $[2;-1]$:

$$\Delta(^4F)\overset{?}{=}\kappa-J(2,1)=16B+6C .$$

Two equations suffice for two unknowns. From $10B+5C=4.014$ eV and $16B+6C=6.714$ eV, multiply the first by $6/5$ and subtract it from the second:

$$4B=6.714-4.817=1.897\ \text{eV},\qquad B=0.474\ \text{eV},\qquad C=\frac{4.014-4.743}{5}=-0.146\ \text{eV}.$$

## Where it fails

The result is impossible. The integrand of $F^4$ is nowhere negative, so $C=35F_4$ must be positive.

The determinant energies are correct. The fault is the step from "this determinant has $M_L=3$" to "this determinant belongs to $L=3$". A term with $L=4$ also has a component with $M_L=3$, and there are two determinants with that value, $[2;-1]$ and $[1;-2]$. Both have the diagonal energy $16B+6C$. The repulsion can couple them, because it conserves $M_L$ but not the individual $m$ values.

Let $w$ be the matrix element between them. The two eigenvalues are

$$16B+6C\pm|w| .$$

One of them must be the $^4G$ energy, $10B+5C$, because the energy of a term does not depend on $M_L$. This fixes $|w|=6B+C$. The other eigenvalue is $22B+7C$, and it belongs to $^4F$. Since the diagonal elements are equal and $w\neq0$, each eigenstate contains the two determinants with equal weight. The determinant $[2;-1]$ is half $^4G$ and half $^4F$, and its expectation value is the mean of the two energies.

At $M_L=2$ the faulty reading contradicts itself. The determinant $[2;0]$ gives $\kappa-J(2,0)=18B+6C$, while $[1;-1]$ gives $\kappa-J(1,1)=13B+5C$. Both cannot be the energy of $^4D$.

The determinant $[2;-2]$ gave the right answer because it is alone at $M_L=4$, so it has nothing to mix with.

## The right solution

**Which terms occur.** There are $5\times5=25$ determinants $[m;m']$. The number with a given $M_L$ is $5-|M_L|$, that is $1,2,3,4,5$ for $M_L=4,3,2,1,0$. Each step down in $M_L$ adds one determinant, so each of $L=4,3,2,1,0$ occurs once.

States with $M_S=3/2$ have $S=3/2$ or $S=5/2$. The sextet has a single state at $M_S=5/2$, with $M_L=0$, so it accounts for one $L=0$ state here. The remaining four terms are the quartets $^4G$, $^4F$, $^4D$, $^4P$. Every quartet of $d^5$ has a component with $M_S=3/2$, so there are no others.

**The sum rule.** The repulsion commutes with $\mathbf L^2$ and $L_z$. Its trace over the determinants of fixed $M_L=M\ge0$ equals the sum of its eigenvalues there, which are the energies of all terms with $L\ge M$. A trace needs no off-diagonal elements, so the couplings such as $w$ need not be calculated:

$$\sum_{L\ge M}\Delta(L)=\sum_{m-m'=M}\left[\kappa-J(m,m')\right].$$

List the determinants for each $M$, using $J(m,m')=J(|m|,|m'|)$.

For $M=4$, the determinant is $[2;-2]$:

$$\Delta(G)=\kappa-J(2,2)=10B+5C .$$

For $M=3$, they are $[2;-1]$ and $[1;-2]$:

$$\Delta(G)+\Delta(F)=2\kappa-2J(2,1)=32B+12C .$$

For $M=2$, they are $[2;0]$, $[0;-2]$ and $[1;-1]$:

$$3\kappa-2J(2,0)-J(1,1)=(42+8-1)B+(21-2-2)C=49B+17C .$$

For $M=1$, they are $[2;1]$, $[-1;-2]$, $[1;0]$ and $[0;-1]$:

$$4\kappa-2J(2,1)-2J(1,0)=(56+4-4)B+(28-2-2)C=56B+24C .$$

For $M=0$, they are the five determinants $[m;m]$:

$$5\kappa-2J(2,2)-2J(1,1)-J(0,0)=(70-8-2-4)B+(35-4-4-3)C=56B+24C .$$

The parameter $A$ cancels in each line, because every determinant contributes one $A$ from $\kappa$ and loses one through $J$. Subtracting each line from the next gives

$$\begin{aligned}
\Delta(^4G)&=10B+5C,\\
\Delta(^4F)&=(32-10)B+(12-5)C=22B+7C,\\
\Delta(^4D)&=(49-32)B+(17-12)C=17B+5C,\\
\Delta(^4P)&=(56-49)B+(24-17)C=7B+7C,\\
\Delta(L=0)&=0 .
\end{aligned}$$

The last line is as it should be. The $L=0$ state at $M_S=3/2$ is the sextet with its spin tilted, and without spin–orbit coupling tilting the spin costs no energy. No single determinant $[m;m]$ has zero excitation energy for general $B$ and $C$. The zero appears only after the mixing is accounted for.

**The energy of the sextet.** All ten pairs have parallel spins. Summing over ordered pairs and halving, with the terms $m=q$ cancelling between $J$ and $K$,

$$E(^6S)=\tfrac12\sum_{m,q}\left[J(m,q)-K(m,q)\right]=\tfrac12\left(25F^0-5\kappa\right).$$

Insert $F^0=A+\frac75C$ and $\kappa=A+14B+7C$:

$$E(^6S)=\tfrac{25}2A+\tfrac{35}2C-\tfrac52A-35B-\tfrac{35}2C=10A-35B .$$

Adding the excitation energies answers part (a):

$$\begin{aligned}
E(^6S)&=10A-35B,\\
E(^4G)&=10A-25B+5C,\\
E(^4P)&=10A-28B+7C,\\
E(^4D)&=10A-18B+5C,\\
E(^4F)&=10A-13B+7C .
\end{aligned}$$

The energy of the core and the one-electron energies, common to all five terms, are to be added to each.

If $F^2$ and $F^4$ vanished, then $B=C=0$ and all five terms would coincide. The splitting comes from the non-spherical part of the repulsion. The method gives individual energies here because each $L$ occurs once. If two terms had the same $L$ and $S$, the subtraction would give only the sum of their energies.

## The fit

Write each excitation energy as $bB+cC$, with $(b,c)=(10,5),(7,7),(17,5),(22,7)$ for $G,P,D,F$. Let $e_i$ be the given energies. Setting the derivatives of $\sum_i(e_i-b_iB-c_iC)^2$ with respect to $B$ and $C$ to zero gives

$$\begin{aligned}
B\sum b_i^2+C\sum b_ic_i&=\sum b_ie_i,\\
B\sum b_ic_i+C\sum c_i^2&=\sum c_ie_i .
\end{aligned}$$

The sums on the left are

$$\begin{aligned}
\sum b_i^2&=100+49+289+484=922,\\
\sum b_ic_i&=50+49+85+154=338,\\
\sum c_i^2&=25+49+25+49=148 .
\end{aligned}$$

Those on the right, in eV, are

$$\begin{aligned}
\sum b_ie_i&=40.140+32.403+84.847+147.708=305.098,\\
\sum c_ie_i&=20.070+32.403+24.955+46.998=124.426 .
\end{aligned}$$

The determinant is $922\cdot148-338^2=22212$, and so

$$B=\frac{148(305.098)-338(124.426)}{22212}=0.1395\ \text{eV},$$

$$C=\frac{922(124.426)-338(305.098)}{22212}=0.522\ \text{eV}.$$

In wavenumbers these are about $1125\ \text{cm}^{-1}$ and $4210\ \text{cm}^{-1}$. Both parameters are positive, and $C/B=3.74$. The fitted energies are:

| term | given (eV) | fitted (eV) | difference (eV) |
|---|---|---|---|
| $^4G$ | 4.014 | 4.006 | +0.008 |
| $^4P$ | 4.629 | 4.631 | −0.002 |
| $^4D$ | 4.991 | 4.982 | +0.009 |
| $^4F$ | 6.714 | 6.724 | −0.010 |

The root-mean-square difference is 0.008 eV. With these parameters the faulty expression $16B+6C$ would put $^4F$ at 5.36 eV. The missing coupling $6B+C$ is 1.36 eV, far larger than the errors of the fit.

## What the differences mean

Four energies described by two parameters must obey two relations that contain neither parameter. Let $G,P,D,F$ now stand for the excitation energies. Since $F-P=15B$ and $D-G=7B$,

$$\frac{F-P}{D-G}=\frac{15}7=2.143 .$$

Also $\frac{12}5G-D=(24-17)B+(12-5)C=7B+7C=P$. The given energies yield 2.134 for the ratio, and 4.64 eV for $\frac{12}5G-D$ against $P=4.63$ eV. The relations hold closely, but not perfectly.

The reason lies in how the energies were made. Each term was given its own orbitals, found by minimizing its total energy, with the repulsion within the d shell expressed through the formulas of part (a). The data therefore cannot test the coefficients of $B$ and $C$. What they test is the assumption that one pair $B,C$ serves all terms.

To see the effect of separate orbitals, let $E_S[\phi]$ and $E_T[\phi]$ be the total energies of the sextet and of a quartet $T$ for a set of orbitals $\phi$. Their difference is $\Delta_T[\phi]=bB[\phi]+cC[\phi]$. Let $\phi_S$ and $\phi_T$ be the sets that minimize $E_S$ and $E_T$. The computed excitation energy is $e_T=E_T[\phi_T]-E_S[\phi_S]$. From $E_T[\phi_T]\le E_T[\phi_S]$ and $E_S[\phi_S]\le E_S[\phi_T]$ it follows that

$$\Delta_T[\phi_T]\le e_T\le\Delta_T[\phi_S].$$

The upper bound can be evaluated. The sextet orbitals have $F^2=10.616$ eV and $F^4=6.617$ eV, so

$$B=\frac{10.616}{49}-\frac{5(6.617)}{441}=0.14163\ \text{eV},\qquad C=\frac{5(6.617)}{63}=0.5252\ \text{eV}.$$

These give 4.042, 4.668, 5.034 and 6.792 eV for $G,P,D,F$. Relaxing the orbitals lowers the four energies by 0.028, 0.039, 0.043 and 0.078 eV. In a near-complete basis these lowerings are larger by 0.001 to 0.002 eV, and $F^2$ is larger by 0.002 eV. The fitted $B$ and $C$ are correspondingly 1.5% and 0.6% below the sextet values.

The inequality also says that a quartet's own orbitals do not have a larger $bB+cC$ than the sextet's. One way to reduce it is to spread out: if the radial function is stretched by a factor $s$, every $F^k$ is divided by $s$. The computed 3d orbitals do expand. Their root-mean-square radius is 0.655 Å in $^6S$, 0.665 Å in $^4G$ and 0.671 Å in $^4F$. A near-complete basis gives 0.654, 0.663 and 0.669 Å, with nearly the same relative expansion.

The fitted parameters describe Mn²⁺ at the Hartree–Fock level. Correlation beyond one configuration is missing from the data, so $B$ and $C$ should not be taken as spectroscopic values. For measured levels the same normal equations apply, with each $e_i$ taken as the mean over the fine-structure levels of a term, weighted by $2J+1$, minus the energy of $^6S$. To first order, spin–orbit coupling drops out of that mean. Measured energies include correlation, so parameters fitted to them are effective quantities and not the Slater integrals of one orbital. The two-parameter fit is also much poorer for them. The measured terms of Mn²⁺ give about 2.6 for $(F-P)/(D-G)$ instead of $15/7$, and the fit misses $^4G$ by about 0.1 eV. The usual remedy is an added empirical term $\alpha L(L+1)$, the Trees correction, with $\alpha$ near $70\ \text{cm}^{-1}$.
